# Variance of Scaled Terrace Widths in the Generalized Wigner Surmise: verification in Python

```python
"""Variance of the scaled terrace width s = w/<w> in the Wigner surmise.

Result under test: P(s) = a s^rho exp(-b s^2), with unit norm and unit mean,
has variance (rho+1)/(2b) - 1, b = [Gamma((rho+2)/2)/Gamma((rho+1)/2)]^2.
This is 3 pi/8 - 1 for rho = 2 and 45 pi/128 - 1 for rho = 4, and it falls
steadily in between.
Symbols: rho = exponent; a, b = constants of the surmise;
repulsion = dimensionless strength of the inverse-square step repulsion.
Widths are in nm; all other quantities are dimensionless.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import gamma, digamma, gammainc


def surmise_constants(rho):
    b = (gamma((rho + 2) / 2) / gamma((rho + 1) / 2)) ** 2
    a = 2 * b ** ((rho + 1) / 2) / gamma((rho + 1) / 2)
    return a, b


def variance_formula(rho):
    return (rho + 1) / (2 * surmise_constants(rho)[1]) - 1


def variance_by_quadrature(rho):
    """Scaled variance from the unscaled shape x^rho exp(-x^2)."""
    m0, m1, m2 = [quad(lambda x: x ** (rho + n) * np.exp(-x * x), 0, 10,
                       epsabs=1e-12, epsrel=1e-12, limit=200)[0]
                  for n in range(3)]
    return m2 * m0 / m1 ** 2 - 1


def two_step_ground_state(repulsion, length=7.0, points=2000):
    """Lowest state of -d2/dx2 + repulsion/x^2 + x^2, zero at x = 0."""
    h = length / (points + 1)
    x = h * np.arange(1, points + 1)
    diagonal = 2 / h**2 + repulsion / x**2 + x**2
    off_diagonal = np.full(points - 1, -1 / h**2)
    energy, state = eigh_tridiagonal(diagonal, off_diagonal,
                                     select="i", select_range=(0, 0))
    weight = state[:, 0] ** 2
    weight /= weight.sum()
    mean = np.sum(weight * x)
    return energy[0], np.sum(weight * x**2) / mean**2 - 1


def ring_variance(number):
    """Gap variance of free fermions on a ring at unit density."""
    upper = min(float(number), 6.0)
    nodes, weights = np.polynomial.legendre.leggauss(60)
    s = upper * (nodes + 1) / 2
    index = np.arange(number)
    difference = index[:, None] - index[None, :]
    empty = [np.linalg.det(np.eye(number)
                           - si / number * np.sinc(difference * si / number))
             for si in s]
    return 2 * np.dot(weights, empty) * upper / 2 - 1


mean_width = 5.0
print(f"chosen mean terrace width = {mean_width:.1f} nm")
closed_forms = {2: 3 * np.pi / 8 - 1, 4: 45 * np.pi / 128 - 1}
for rho in (2, 4):
    a, b = surmise_constants(rho)

    def density(s):
        return a * s**rho * np.exp(-b * s * s)

    norm = quad(density, 0, 8, epsabs=1e-11)[0]
    mean = quad(lambda s: s * density(s), 0, 8, epsabs=1e-11)[0]
    assert abs(norm - 1) < 1e-8 and abs(mean - 1) < 1e-8
    direct = variance_by_quadrature(rho)
    variance = variance_formula(rho)
    assert abs(direct - variance) < 1e-8
    assert abs(direct - closed_forms[rho]) < 1e-8

    # Grid error is of order the squared spacing, about 1e-5.
    repulsion = rho * (rho - 2) / 4
    energy, grid_variance = two_step_ground_state(repulsion)
    assert abs(energy - (rho + 1)) < 1e-4
    assert abs(grid_variance - variance) < 1e-4

    narrow = gammainc((rho + 1) / 2, b / 4)
    assert abs(narrow - quad(density, 0, 0.5)[0]) < 1e-8

    print(f"exponent rho = {rho}")
    print(f"  step repulsion strength = {repulsion:.1f} (dimensionless)")
    print(f"  a = {a:.5f} (dimensionless)")
    print(f"  b = {b:.5f} (dimensionless)")
    print(f"  mean of s^2 = {1 + variance:.5f} (dimensionless)")
    print(f"  variance, formula = {variance:.5f} (dimensionless)")
    print(f"  variance, quadrature = {direct:.5f} (dimensionless)")
    print(f"  variance, two-step grid = {grid_variance:.5f} (dimensionless)")
    print(f"  two-step energy / omega = {energy:.4f} (dimensionless)")
    print(f"  standard deviation of s = {np.sqrt(variance):.4f} (dimensionless)")
    print(f"  standard deviation of w = {mean_width*np.sqrt(variance):.3f} nm")
    print(f"  fraction with s < 1/2 = {narrow:.4f} (dimensionless)")

assert round(variance_by_quadrature(2), 3) == 0.178
assert round(variance_by_quadrature(4), 3) == 0.104
ratio = variance_formula(4) / variance_formula(2)
print(f"variance ratio, rho 4 to rho 2 = {ratio:.4f} (dimensionless)")

# The slope formula against differences of directly integrated variances.
for rho in (2.0, 3.0, 4.0):
    z = (rho + 1) / 2
    bracket = digamma(z) + digamma(z + 1) - 2 * digamma(z + 0.5)
    slope = 0.5 * (1 + variance_formula(rho)) * bracket
    step = 1e-3
    numerical = (variance_by_quadrature(rho + step)
                 - variance_by_quadrature(rho - step)) / (2 * step)
    assert abs(slope - numerical) < 1e-5
    print(f"variance slope at rho = {rho:.0f}: {slope:.5f} (dimensionless)")
scan = [variance_by_quadrature(r) for r in np.linspace(2, 4, 41)]
assert np.all(np.diff(scan) < 0)

# Two fermions: the gap density on a ring of length 2 is sin^2(pi t/2).
pair_second_moment = quad(lambda t: t**2 * np.sin(np.pi * t / 2)**2, 0, 2)[0]
assert abs(ring_variance(2) - (pair_second_moment - 1)) < 1e-8

# Many non-crossing steps without energetic repulsion.
ring_40, ring_80 = ring_variance(40), ring_variance(80)
size_change = abs(ring_80 - ring_40)
surmise_error = ring_80 - variance_formula(2)
assert size_change < 5e-4
assert abs(surmise_error) < 0.005
assert abs(surmise_error) > 5 * size_change
print(f"ring variance, 40 steps, rho = 2: {ring_40:.5f} (dimensionless)")
print(f"ring variance, 80 steps, rho = 2: {ring_80:.5f} (dimensionless)")
print(f"ring (80) minus surmise, rho = 2: {surmise_error:.5f} (dimensionless)")
print(f"same, relative to ring value: {100*surmise_error/ring_80:.2f} percent")

print("checks complete")
```

Printed output:

```
chosen mean terrace width = 5.0 nm
exponent rho = 2
  step repulsion strength = 0.0 (dimensionless)
  a = 3.24228 (dimensionless)
  b = 1.27324 (dimensionless)
  mean of s^2 = 1.17810 (dimensionless)
  variance, formula = 0.17810 (dimensionless)
  variance, quadrature = 0.17810 (dimensionless)
  variance, two-step grid = 0.17810 (dimensionless)
  two-step energy / omega = 3.0000 (dimensionless)
  standard deviation of s = 0.4220 (dimensionless)
  standard deviation of w = 2.110 nm
  fraction with s < 1/2 = 0.1120 (dimensionless)
exponent rho = 4
  step repulsion strength = 2.0 (dimensionless)
  a = 11.59746 (dimensionless)
  b = 2.26354 (dimensionless)
  mean of s^2 = 1.10447 (dimensionless)
  variance, formula = 0.10447 (dimensionless)
  variance, quadrature = 0.10447 (dimensionless)
  variance, two-step grid = 0.10447 (dimensionless)
  two-step energy / omega = 5.0000 (dimensionless)
  standard deviation of s = 0.3232 (dimensionless)
  standard deviation of w = 1.616 nm
  fraction with s < 1/2 = 0.0487 (dimensionless)
variance ratio, rho 4 to rho 2 = 0.5866 (dimensionless)
variance slope at rho = 2: -0.06239 (dimensionless)
variance slope at rho = 3: -0.03437 (dimensionless)
variance slope at rho = 4: -0.02168 (dimensionless)
ring variance, 40 steps, rho = 2: 0.17987 (dimensionless)
ring variance, 80 steps, rho = 2: 0.17996 (dimensionless)
ring (80) minus surmise, rho = 2: 0.00187 (dimensionless)
same, relative to ring value: 1.04 percent
checks complete
```
